# The Stopping Time of Temperature-Accelerated Dynamics and Its Failure Probability

## Result

An atomistic simulation of a surface between two precursor pulses must follow thermally activated events that may be microseconds or more apart. Temperature-accelerated dynamics watches for these events at a higher temperature $T_{\rm high}$ and converts each waiting time to the temperature of interest, $T_{\rm low}$. The hot run needs a rule for stopping. Let $s$ be the shortest escape time found so far, already extrapolated to $T_{\rm low}$. Let $\nu_{\min}$ be a lower bound on the Arrhenius prefactors and $\delta$ the allowed probability of accepting a wrong first event. The run may stop when its own clock reaches

$$
t_{\rm stop}(s)=\frac{L}{\nu_{\min}}\left(\frac{\nu_{\min}s}{L}\right)^{r},\qquad L=\ln\frac1\delta,\qquad r=\frac{T_{\rm low}}{T_{\rm high}}<1 .
$$

Under the assumptions below, the probability of a wrong first event is at most $\delta$ per basin, however many pathways leave it.

## Assumptions and extrapolation

The system sits in one basin of the potential energy. Pathway $i$ leaves it at the rate

$$
k_i(T)=\nu_i e^{-\beta E_i},\qquad \beta=\frac{1}{k_BT},\qquad \nu_i\ge\nu_{\min},
$$

with the same $\nu_i$ and barrier $E_i\ge 0$ at both temperatures. This is classical harmonic transition-state theory. Escapes are assumed memoryless: the system explores the basin thoroughly before it leaves. Energies are in eV and times in seconds or their decimal fractions, since atomic units are unnatural here.

At $T_{\rm high}$ each attempted escape is recorded, its barrier is found, and the trajectory is returned to the basin. Attempts therefore form a Poisson process of total rate $K=\sum_i k_i$, and each attempt belongs to pathway $i$ with probability $k_i/K$. The probability of $n_i$ attempts along each pathway within a time $t$, with $N=\sum_i n_i$, is

$$
e^{-Kt}\frac{(Kt)^N}{N!}\;\frac{N!}{\prod_i n_i!}\prod_i\left(\frac{k_i}{K}\right)^{n_i}
=\prod_i e^{-k_it}\frac{(k_it)^{n_i}}{n_i!}.
$$

The product form shows that the pathways act as independent Poisson processes. Setting $n_i=0$ gives the probability $e^{-k_it}$ that pathway $i$ is still silent at time $t$. Its first attempt time is thus

$$
t_{i,\rm high}=\frac{X_i}{k_i(T_{\rm high})},
$$

where the $X_i$ are independent and exponentially distributed with mean one.

Dividing the same $X_i$ by the low-temperature rate gives a time with the correct low-temperature distribution:

$$
t_{i,\rm low}=\frac{X_i}{k_i(T_{\rm low})}
=t_{i,\rm high}\frac{k_i(T_{\rm high})}{k_i(T_{\rm low})}
=t_{i,\rm high}\,e^{E_i\Delta\beta},\qquad \Delta\beta=\beta_{\rm low}-\beta_{\rm high}>0 .
$$

The prefactor cancels, so the barrier alone is needed. High barriers are stretched more than low ones, and the order of events can change. The first event at $T_{\rm high}$ therefore cannot simply be accepted. Later attempts along the same pathway have the same stretching factor and cannot beat its first attempt.

## Deriving the stopping time

Suppose the hot clock reads $t$ and the best extrapolated time is $s$. An event not yet seen will occur later than $t$, so it can beat $s$ only if $t\,e^{E\Delta\beta}<s$, that is, if

$$
E<E^*(t)=\frac{1}{\Delta\beta}\ln\frac{s}{t}.
$$

Such a pathway has a low barrier, and hence a high rate at $T_{\rm high}$:

$$
k(T_{\rm high})=\nu e^{-\beta_{\rm high}E}>\nu_{\min}e^{-\beta_{\rm high}E^*}.
$$

The probability that it has nevertheless stayed silent is less than $\exp(-\nu_{\min}t\,e^{-\beta_{\rm high}E^*})$. We require this bound to equal $\delta$, so that

$$
\nu_{\min}t\,e^{-\beta_{\rm high}E^*}=L .
$$

Inserting $E^*$ turns the exponential into a power:

$$
e^{-\beta_{\rm high}E^*}=\left(\frac{s}{t}\right)^{-\beta_{\rm high}/\Delta\beta}=\left(\frac{t}{s}\right)^{\beta_{\rm high}/\Delta\beta}.
$$

The condition becomes

$$
t^{\,1+\beta_{\rm high}/\Delta\beta}=\frac{L}{\nu_{\min}}\,s^{\,\beta_{\rm high}/\Delta\beta}.
$$

The exponent on the left is $(\Delta\beta+\beta_{\rm high})/\Delta\beta=\beta_{\rm low}/\Delta\beta$. We raise both sides to the power $\Delta\beta/\beta_{\rm low}=1-\beta_{\rm high}/\beta_{\rm low}=1-r$. The power of $s$ becomes $\beta_{\rm high}/\beta_{\rm low}=r$, and

$$
t_{\rm stop}=\left(\frac{L}{\nu_{\min}}\right)^{1-r}s^{\,r},
$$

which is the stated result. At later times $E^*$ is smaller and the silence has lasted longer, so the condition remains satisfied.

The logarithm of this result has a simple geometry:

$$
\ln\frac{1}{t_{\rm stop}}=(1-r)\ln\frac{\nu_{\min}}{L}+r\ln\frac1s .
$$

On a plot of $\ln(1/t)$ against $\beta$, draw the straight line from $\ln(\nu_{\min}/L)$ at $\beta=0$ to $\ln(1/s)$ at $\beta_{\rm low}$. Its height at $\beta_{\rm high}=r\beta_{\rm low}$ gives the stopping time, and its slope is $-E^*(t_{\rm stop})$.

## The guarantee for all pathways together

The argument so far treats one hidden pathway and a fixed $s$. In a real run there may be many pathways, and $s$ is itself random. A separate argument is needed to bound the total failure probability.

Let $w$ be the pathway with the smallest $t_{i,\rm low}$, the true first event at $T_{\rm low}$. Suppose the run stops without having seen it. The accepted time then satisfies $s>t_{w,\rm low}$. Since $t_{\rm stop}(s)$ increases with $s$, and $w$ had not occurred when the run stopped,

$$
t_{w,\rm high}>t_{\rm stop}(s)>t_{\rm stop}(t_{w,\rm low}).
$$

Writing both times of $w$ in terms of $X_w$ gives

$$
\frac{X_w}{k_w(T_{\rm high})}>\left(\frac{L}{\nu_{\min}}\right)^{1-r}\left(\frac{X_w}{k_w(T_{\rm low})}\right)^r,
$$

or, with the powers of $X_w$ collected on the left,

$$
X_w^{1-r}>\left(\frac{L}{\nu_{\min}}\right)^{1-r}\frac{k_w(T_{\rm high})}{k_w(T_{\rm low})^r}.
$$

Because $r\beta_{\rm low}=\beta_{\rm high}$, the denominator is $\nu_w^r e^{-\beta_{\rm high}E_w}$. The barrier cancels and the last fraction equals $\nu_w^{1-r}$. A failure therefore requires

$$
X_w>L\,\frac{\nu_w}{\nu_{\min}} .
$$

It remains to find how often the winner has so large an $X_w$. Write $k_w$ for the rate at $T_{\rm low}$, $K_{\rm low}$ for the sum of these rates, and $p_w=k_w/K_{\rm low}$ for the branching probability. Pathway $w$ wins at a time later than $a$ with probability

$$
\int_a^\infty k_we^{-k_wt}\prod_{j\ne w}e^{-k_jt}\,dt
=\int_a^\infty k_we^{-K_{\rm low}t}\,dt=p_we^{-K_{\rm low}a}.
$$

The threshold on $X_w$ corresponds to $a=L\nu_w/(\nu_{\min}k_w)$. Hence $K_{\rm low}a=L\nu_w/(\nu_{\min}p_w)$, and since $e^{-L}=\delta$, summing over possible winners gives

$$
P_{\rm fail}\le\sum_w p_w\,\delta^{\,\nu_w/(\nu_{\min}p_w)}\le\sum_wp_w\,\delta=\delta .
$$

The last inequality uses $\nu_w\ge\nu_{\min}$ and $p_w\le1$: both make the exponent at least one. The number of pathways does not enter, because there is one winner and it must have been unusually late.

When the run does not fail, it returns the true first event and its time. The probability of any outcome therefore differs from its low-temperature value by at most $\delta$. For $M$ successive basins, the chance of at least one failure is at most $1-(1-\delta)^M$.

## Limits and cost

The acceleration is the ratio of the simulated low-temperature time to the hot run time. For a run that ends at $t_{\rm stop}(s)$ it is

$$
\frac{s}{t_{\rm stop}}=\left(\frac{\nu_{\min}s}{L}\right)^{1-r}.
$$

As $r\to1$ it tends to one. At fixed $r$ it grows with $s$, so rare events gain most. If a new best event is found after its own stopping time has already passed, the run ends at once and the acceleration is smaller than this formula gives. The stopping time varies as $L^{1-r}$, so a stricter $\delta$ costs little. It also varies as $\nu_{\min}^{-(1-r)}$, so caution about the prefactor costs more.

If $\nu_{\min}s<L$, the formula gives $t_{\rm stop}>s$. The run can then stop at $t=s$: with non-negative barriers, an event later than $s$ on the hot clock cannot extrapolate to a time before $s$. Before any event has been seen, $s$ is infinite and stopping is not allowed.

## How close the bound can come to $\delta$

For two pathways the failure probability is a single integral. Let $w$ be the winner, $c$ its competitor, $x=X_w$ and $x_0=L\nu_w/\nu_{\min}$. The competitor must lose at $T_{\rm low}$, so

$$
X_c>A(x)=\frac{k_c(T_{\rm low})}{k_w(T_{\rm low})}\,x .
$$

It must also occur first at $T_{\rm high}$, and its stopping time must expire before $w$ appears. The algebra of the previous section gives $t_{w,\rm high}/t_{\rm stop}(t_{w,\rm low})=(x/x_0)^{1-r}$. Since $t_{\rm stop}\propto s^r$, the expiry condition is $t_{c,\rm low}<t_{w,\rm low}(x/x_0)^{(1-r)/r}$. Together these two conditions read

$$
X_c<B(x)=\min\left[A(x)\left(\frac{x}{x_0}\right)^{(1-r)/r},\;\frac{k_c(T_{\rm high})}{k_w(T_{\rm high})}\,x\right].
$$

The contribution of winner $w$ is therefore

$$
P_w=\int_{x_0}^{\infty}e^{-x}\max\left[e^{-A(x)}-e^{-B(x)},\,0\right]dx,
$$

and the failure probability is the sum of the two contributions.

Take $\nu_w=\nu_{\min}$, so that $x_0=L$, and write $A(x)=\epsilon x$. As $r\to0$ the first entry in $B$ diverges for every $x>L$. If the competitor is also much faster than $w$ at $T_{\rm high}$, the term $e^{-B}$ vanishes and

$$
P_w\to\int_L^\infty e^{-(1+\epsilon)x}dx=\frac{\delta^{1+\epsilon}}{1+\epsilon}.
$$

This tends to $\delta$ as $\epsilon\to0$. No smaller bound that depends on $\delta$ alone can therefore hold for all rates and temperatures. Numerical quadrature with $\delta=0.1$, $r=0.001$, $\epsilon=0.01$ and $\nu_c/\nu_w=100$ gives a failure probability of 0.096. This is a mathematical limit; a real basin would not survive such heating.

A less extreme case leaves more margin. Take reduced units with $\beta_{\rm low}=4$, $\beta_{\rm high}=1$, prefactors 1 and 20, barriers 3 and 4.05, and $\delta=0.1$. With the correct $\nu_{\min}=1$, the integral gives 0.021 and the sum bound 0.039. If $\nu_{\min}$ is wrongly set to 5, the integral gives 0.30, three times the allowed value.

In general, if the smallest true prefactor is $\nu_{\rm true}<\nu_{\min}$, the same sum still gives the weaker guarantee $P_{\rm fail}\le\delta^{\nu_{\rm true}/\nu_{\min}}$.

## Example: an adatom on germanium

Consider an adatom on clean Ge(001) between precursor pulses, at $T_{\rm low}=400$ K, with a hot run at 800 K. The three pathways have round model parameters, in the rough regime of such moves but neither measured nor computed for this surface. The attempt times are also chosen. Buckled dimers on this surface also flip, over barriers of only a few tenths of an eV and far more often than the adatom hops. The example treats all these flip states as one basin and leaves the flips out of the list of events. It assumes that each pathway has the same barrier and prefactor from every flip state. If they differ, the rate along a pathway is an average over the flip states and need not follow a single Arrhenius law, so extrapolation with a single barrier can give wrong times.

| Pathway | $\nu$ (s$^{-1}$) | $E$ (eV) | Seen at (ns) | Low-$T$ time (µs) |
|---|---|---|---|---|
| Exchange | $5\times10^{13}$ | 0.85 | 2 | 453 |
| Row hop | $5\times10^{12}$ | 0.70 | 5 | 128.5 |
| Cross-row hop | $1\times10^{13}$ | 0.80 | 12 | 1315 |

The last column follows from $\Delta\beta=14.506$ eV$^{-1}$. For the row hop,

$$
t_{\rm low}=(5\ {\rm ns})\,e^{0.70\times14.506}=128.5\ \mu{\rm s}.
$$

We choose $\nu_{\min}=10^{12}$ s$^{-1}$ and $\delta=0.01$, so $L=4.605$. With $r=1/2$ the stopping time is the geometric mean of $L/\nu_{\min}$ and $s$. After the exchange event it is

$$
\sqrt{(4.605\times10^{-12}\ {\rm s})(4.527\times10^{-4}\ {\rm s})}=45.7\ {\rm ns}.
$$

The row hop occurs later on the hot clock but extrapolates to an earlier time. It becomes the new best event and shortens the stopping time to

$$
\sqrt{(4.605\times10^{-12}\ {\rm s})(1.285\times10^{-4}\ {\rm s})}=24.3\ {\rm ns}.
$$

The cross-row hop at 12 ns changes nothing. The run stops at 24.3 ns ($2.43\times10^{-8}$ s), accepts the row hop, and advances the low-temperature clock by 128.5 µs ($1.285\times10^{-4}$ s). The acceleration is about 5300. At that moment a hidden pathway would need a barrier below $E^*=0.59$ eV to win.

The following comparisons hold $s$ at 128.5 µs and change one setting at a time. Lowering $\nu_{\min}$ to $10^{11}$ s$^{-1}$ raises the stopping time to 77 ns, a factor $\sqrt{10}$. Lowering $\delta$ to 0.001 raises it to 30 ns. A hot temperature of 600 K requires 424 ns, and 1000 K requires 4.4 ns.

A simulation of 100,000 independent runs with random attempts shows the average behaviour. The mean accepted time is 106.8 µs, against $1/K_{\rm low}=106.6$ µs, within the relative sampling error of about 0.3%. The mean hot run lasts 19.6 ns. The row hop is accepted in 80.7% of runs, as its low-temperature rate predicts. No run failed. This agrees with the sum bound of about $3\times10^{-13}$. Its largest term comes from the row hop, whose exponent $\nu_w/(\nu_{\min}p_w)$ is $5/0.807=6.2$. The guarantee based on $\delta$ alone is much weaker: over 100 basins it limits the chance of any failure only to 63%. If the guarantee is to rest on $\delta$ alone, long sequences call for a smaller value.

## What the model leaves out

The probability $\delta$ covers the random timing of events. It does not cover errors in the rates.

**Barriers.** An error of 0.05 eV changes an extrapolated time by $e^{0.05\times14.506}=2.1$. An error common to all pathways rescales the extrapolated times and keeps their order, but it also shifts the stopping time: if all barriers are taken too low, $s$ is too short, the run stops too early and the guarantee weakens. Errors that differ between pathways can also reorder the events.

**Prefactors.** If all prefactors fell as $1/T$, the hot waits would be twice as long as assumed and the extrapolated times too long by a factor of 2. The bound $\nu_{\min}$ must then hold for the prefactors at $T_{\rm high}$. A slow collective pathway with $\nu=10^{11}$ s$^{-1}$, below the assumed minimum, would weaken the guarantee from 0.01 to $0.01^{0.1}=0.63$.

**Tunnelling and memory.** The leading Wigner factor is $1+(hf/k_BT)^2/24$, where $f$ is the size of the imaginary frequency at the saddle. For a rough $f=5$ THz it is 1.015 at 400 K and 1.004 at 800 K, which by itself shifts the clock by about 1%. Quantum corrections to the real vibrations in the basin and at the saddle can be of similar size and are also left out. Memory of a jump may last roughly 1 ps. At the assumed rates only about $5\times10^{-4}$ hot escapes are expected in that time, so ignoring escapes for 1 ps after each return to the basin hardly changes the clock. If they are counted, correlated escapes just after a jump can bias the extrapolated times.

**The real surface.** In a deposition or etching reactor the surface may carry ligands such as hydrogen or chlorine, which alter the pathways and barriers; the clean-surface numbers do not transfer to it. Gas arrivals also interrupt the basin. The kinetic-theory flux is $p/\sqrt{2\pi mk_BT}$ for pressure $p$ and molecular mass $m$. For GeCl$_4$ at 400 K and a cell of 2.56 nm$^2$, a residual pressure of $10^{-5}$ Torr gives 0.004 impacts during the 128.5 µs. A pulse at 0.1 Torr gives about 40. The isolated-basin picture thus suits a well-purged surface for waits of this length, but not for waits approaching 30 ms, roughly the mean time between impacts at that residual pressure. During the pulse it holds only if very few impacts lead to adsorption; otherwise arrivals must be included as competing events.

**The hot temperature.** The lowest barrier is 10 times $k_BT_{\rm high}$, so escapes at 800 K are still rare compared with vibrations. This temperature is about two thirds of the rough melting point of germanium, 1200 K. Raising it further shortens the run in the formula, but the gain is real only while the surface keeps the same structure and the rates keep their Arrhenius form.
